# Two-pole continuation of a five-pole self-energy: error away from the gap: a program that tests the result

```python
"""
Two-pole fit of a five-pole self-energy and its quasiparticle error.

Sigma(z) = sum_j r_j/(z-p_j), r_j > 0, is sampled at z = i*w1 and i*w2.
The model M(z) = a_1/(z-b_1) + a_2/(z-b_2) = A(z)/Q(z) matches both samples.
Result under test, with W(z) = (z^2+w1^2)(z^2+w2^2):
  Sigma(z)-M(z) = W(z)/Q(z)^2 * sum_j [r_j/W(p_j)] Q(p_j)^2/(z-p_j),
and the resulting shift delta = E_model - E of the quasiparticle energy,
where E = eps + Sigma(E) and E_model = eps + M(E_model).
Energies are in eV, residues in eV^2, and zero energy is midgap.
"""
import numpy as np
from scipy.optimize import brentq, least_squares


def pole_sum(z, poles, residues):
    z = np.asarray(z)[..., None]
    return (residues / (z - poles)).sum(axis=-1)


def pole_slope(x, poles, residues):
    return -np.sum(residues / (x - poles) ** 2)


def fit_two_samples(freqs, samples):
    """Solve the four real linear equations for alpha0, alpha1, q0, q1."""
    rows, rhs = [], []
    for w, s in zip(freqs, samples):
        rows.append([1.0, 0.0, -s.real, w * s.imag])
        rhs.append(-w**2 * s.real)
        rows.append([0.0, w, -s.imag, -w * s.real])
        rhs.append(-w**2 * s.imag)
    alpha0, alpha1, q0, q1 = np.linalg.solve(np.array(rows), np.array(rhs))
    disc = q1**2 - 4 * q0
    assert disc > 0, "model poles must be real"
    b = np.array([-q1 - np.sqrt(disc), -q1 + np.sqrt(disc)]) / 2
    a = (alpha1 * b + alpha0) / (b - b[::-1])
    return b, a, (alpha0, alpha1, q0, q1)


def weight_poly(z, freqs):
    return (z**2 + freqs[0] ** 2) * (z**2 + freqs[1] ** 2)


def error_terms(z, poles, residues, b, freqs):
    """Terms of the closed error formula, one for each true pole."""
    q_at_poles = (poles - b[0]) * (poles - b[1])
    q_at_z = (z - b[0]) * (z - b[1])
    strengths = residues / weight_poly(poles, freqs) * q_at_poles**2
    return weight_poly(z, freqs) / q_at_z**2 * strengths / (z - poles)


def solve_qp(eps, b, a):
    """Unique root of E = eps + M(E) between the two model poles."""
    tiny = 1e-7
    return brentq(lambda e: e - eps - pole_sum(e, b, a),
                  b[0] + tiny, b[1] - tiny, xtol=1e-13, rtol=1e-14)


def matrix_levels(eps, poles, residues):
    """Eigenvalues and level weights of the equivalent small matrix."""
    h = np.diag(np.concatenate(([eps], poles)))
    h[0, 1:] = h[1:, 0] = np.sqrt(residues)
    values, vectors = np.linalg.eigh(h)
    return values, vectors[0] ** 2


# ---------- the model self-energy and the two-sample fit ----------
p = np.array([-30.0, -18.0, -12.0, 14.0, 26.0])
r = np.array([20.0, 12.0, 6.0, 10.0, 25.0])
freqs = np.array([5.0, 20.0])
edge = 2.0
samples = pole_sum(1j * freqs, p, r)
b, a, coeffs = fit_two_samples(freqs, samples)
assert np.allclose(pole_sum(1j * freqs, b, a), samples, atol=1e-10)
assert b[0] < p[2] and b[1] > p[3]

# A self-energy that really has two poles must be recovered.
b_true, a_true = np.array([-15.0, 20.0]), np.array([10.0, 30.0])
b_back, a_back, _ = fit_two_samples(
    freqs, pole_sum(1j * freqs, b_true, a_true))
assert np.allclose(b_back, b_true, atol=1e-8)
assert np.allclose(a_back, a_true, atol=1e-8)

# Error formula, orthogonality and positivity on random self-energies.
rng = np.random.default_rng(7)
cases = [(p, r)]
for _ in range(60):
    cases.append((np.concatenate((rng.uniform(-40, -8, 3),
                                  rng.uniform(8, 40, 2))),
                  rng.uniform(2, 30, 5)))
for pp, rr in cases:
    bb, aa, _ = fit_two_samples(freqs, pole_sum(1j * freqs, pp, rr))
    w = rr / weight_poly(pp, freqs)
    q = (pp - bb[0]) * (pp - bb[1])
    assert abs(np.sum(w * q)) < 1e-7 * np.sum(w * abs(q))
    assert abs(np.sum(w * pp * q)) < 1e-7 * np.sum(w * abs(pp * q))
    assert pp.min() < bb[0] < bb[1] < pp.max() and np.all(aa > 0)
    for k in (0, 1):
        ratio = (pp - bb[1 - k]) / (bb[k] - bb[1 - k])
        assert np.isclose(aa[k] / weight_poly(bb[k], freqs),
                          np.sum(w * ratio**2), rtol=1e-6)
    for z in (3 + 7j, -6 + 2j, 11j):
        direct = pole_sum(z, pp, rr) - pole_sum(z, bb, aa)
        assert abs(direct - error_terms(z, pp, rr, bb, freqs).sum()) < 1e-7

# ---------- least-squares fit to many samples ----------
grid = np.linspace(0.0, 40.0, 21)
data = pole_sum(1j * grid, p, r)
target = np.concatenate((data.real, data.imag))


def best_residues(poles):
    basis = 1 / (1j * grid[:, None] - np.asarray(poles)[None, :])
    basis = np.vstack((basis.real, basis.imag))
    res = np.linalg.lstsq(basis, target, rcond=None)[0]
    return res, basis @ res - target


scan = [(np.sum(best_residues((x, y))[1] ** 2), x, y)
        for x in np.linspace(-40, -5, 36) for y in np.linspace(5, 40, 36)]
scan_best = min(scan)
opt = least_squares(lambda v: best_residues(v)[1], scan_best[1:],
                    xtol=1e-13, ftol=1e-13, gtol=1e-13)
b_ls = np.array(opt.x)
a_ls, resid_ls = best_residues(b_ls)
rms_ls = np.sqrt(np.sum(resid_ls**2) / len(grid))
misfit_two = pole_sum(1j * grid, b, a) - data
rms_two = np.sqrt(np.mean(abs(misfit_two) ** 2))
assert np.sum(resid_ls**2) <= scan_best[0] * (1 + 1e-9)
assert rms_ls <= rms_two and np.all(a_ls > 0) and b_ls[0] < 0 < b_ls[1]
dense = 1j * np.linspace(0, 40, 2001)
max_two = np.max(abs(pole_sum(dense, b, a) - pole_sum(dense, p, r)))
max_ls = np.max(abs(pole_sum(dense, b_ls, a_ls) - pole_sum(dense, p, r)))


# ---------- quasiparticle energies ----------
def sigma_error(x):
    return pole_sum(x, p, r) - pole_sum(x, b, a)


def qp_error(energy, poles=b, residues=a):
    eps = energy - pole_sum(energy, p, r)
    return solve_qp(eps, poles, residues) - energy


zero = brentq(sigma_error, p[2] + 0.01, p[3] - 0.01, xtol=1e-12)
inside = np.linspace(p[2] + 0.01, p[3] - 0.01, 4001)
assert np.sum(np.diff(np.sign(sigma_error(inside))) != 0) == 1
midpoint = b.mean()
assert zero > max(0.0, midpoint) and abs(qp_error(zero)) < 1e-9

# Outward growth of both errors, on each side of the gap.
for line in (np.linspace(-edge, -11.5, 200),
             np.linspace(zero + 0.01, 13.5, 200)):
    assert np.all(np.diff(abs(sigma_error(line))) > 0)
    assert np.all(np.diff([abs(qp_error(e)) for e in line]) > 0)

# Slope of the quasiparticle error against finite differences.
for e in (-8.0, 8.0):
    h = 1e-3
    numeric = (qp_error(e + h) - qp_error(e - h)) / (2 * h)
    e_mod = e + qp_error(e)
    formula = (1 - pole_slope(e, p, r)) / (1 - pole_slope(e_mod, b, a)) - 1
    assert abs(numeric - formula) < 1e-5

distances = np.array([0.0, 2.0, 4.0, 6.0, 8.0, 9.0])
rows = []
for side in (-1, 1):
    for d in distances:
        e = side * (edge + d)
        sig, mod = pole_sum(e, p, r), pole_sum(e, b, a)
        eps = e - sig
        e_mod = solve_qp(eps, b, a)
        delta = e_mod - e
        z_exact = 1 / (1 - pole_slope(e, p, r))
        estimate = -(sig - mod) / (1 - pole_slope(e, b, a))
        # Independent road: eigenvalues of the equivalent matrices.
        values, weights = matrix_levels(eps, p, r)
        k = np.flatnonzero((values > p[2]) & (values < p[3]))
        assert len(k) == 1 and abs(values[k[0]] - e) < 1e-9
        assert abs(weights[k[0]] - z_exact) < 1e-9
        values_m, _ = matrix_levels(eps, b, a)
        assert abs(values_m[1] - e_mod) < 1e-9
        closed = error_terms(e, p, r, b, freqs).sum()
        exact_shift = -closed / (1 + np.sum(a / ((e - b) * (e_mod - b))))
        assert abs(exact_shift - delta) < 1e-8
        assert abs(delta) < abs(sig - mod) and delta * (sig - mod) < 0
        rows.append((d, e, eps, sig, mod, sig - mod, z_exact, e_mod,
                     delta, estimate, qp_error(e, b_ls, a_ls)))
table = np.array(rows)
for first, last in ((0, 5), (6, 11)):
    assert abs(table[last, 10]) > abs(table[first, 10])

# The nearest true pole supplies most of the error far from the gap.
far_low = error_terms(-11.0, p, r, b, freqs)
far_high = error_terms(11.0, p, r, b, freqs)
assert far_low[2] / far_low.sum() > 0.8
assert far_high[3] / far_high.sum() > 0.8

# ---------- output ----------
print("True poles p (eV):", p)
print("True residues r (eV^2):", r)
print(f"Gap edges (eV): {-edge:.1f} and {edge:.1f}")
for w, s in zip(freqs, samples):
    print(f"Sigma(i*{w:.0f} eV): Re {s.real:.6f}, Im {s.imag:.6f} eV")
print(f"alpha0 = {coeffs[0]:.5f} eV^3, alpha1 = {coeffs[1]:.5f} eV^2")
print(f"q0 = {coeffs[2]:.5f} eV^2, q1 = {coeffs[3]:.5f} eV")
print(f"Two-sample model poles b (eV): {b[0]:.4f}, {b[1]:.4f}")
print(f"Two-sample residues a (eV^2): {a[0]:.4f}, {a[1]:.4f}")
print(f"Sum of residues: true {r.sum():.2f}, model {a.sum():.2f} eV^2")
print(f"Midpoint of model poles: {midpoint:.4f} eV")
print(f"Zero of Sigma-M between inner poles: {zero:.4f} eV")
print(f"Least squares: {len(grid)} samples, "
      f"{grid[0]:.0f} to {grid[-1]:.0f} eV")
print(f"Least-squares poles (eV): {b_ls[0]:.4f}, {b_ls[1]:.4f}")
print(f"Least-squares residues (eV^2): {a_ls[0]:.4f}, {a_ls[1]:.4f}")
print(f"RMS misfit on imaginary axis, two-sample: {rms_two:.4f} eV")
print(f"RMS misfit on imaginary axis, least sq.: {rms_ls:.4f} eV")
print(f"Max misfit, 0-40 eV, two-sample: {max_two:.4f} eV")
print(f"Max misfit, 0-40 eV, least sq.: {max_ls:.4f} eV")
print("Self-energy at the exact level (eV; Z has no unit)")
print("  dist      E       eps    Sigma        M  Sigma-M      Z")
for t in table:
    print(f"{t[0]:6.1f} {t[1]:6.1f} {t[2]:9.4f} {t[3]:8.4f} "
          f"{t[4]:8.4f} {t[5]:8.4f} {t[6]:6.3f}")
print("Quasiparticle error delta = E_model - E (eV)")
print("     E   E_model    delta  one-step  delta(least sq.)")
for t in table:
    print(f"{t[1]:6.1f} {t[7]:9.4f} {t[8]:8.4f} {t[9]:9.4f} {t[10]:9.4f}")
print(f"Sigma-M at -11 eV: {far_low.sum():.4f} eV, "
      f"of which pole at {p[2]:.0f} eV: {far_low[2]:.4f} eV")
print(f"Sigma-M at +11 eV: {far_high.sum():.4f} eV, "
      f"of which pole at {p[3]:.0f} eV: {far_high[3]:.4f} eV")
print("ALL CHECKS PASSED")
```

Output:

```
True poles p (eV): [-30. -18. -12.  14.  26.]
True residues r (eV^2): [20. 12.  6. 10. 25.]
Gap edges (eV): -2.0 and 2.0
Sigma(i*5 eV): Re 0.132864, Im -0.862104 eV
Sigma(i*20 eV): Re 0.053245, Im -1.660027 eV
alpha0 = -47.43857 eV^3, alpha1 = 60.02253 eV^2
q0 = -323.32377 eV^2, q1 = -0.26882 eV
Two-sample model poles b (eV): -17.8473, 18.1161
Two-sample residues a (eV^2): 31.1060, 28.9165
Sum of residues: true 73.00, model 60.02 eV^2
Midpoint of model poles: 0.1344 eV
Zero of Sigma-M between inner poles: 3.5034 eV
Least squares: 21 samples, 0 to 40 eV
Least-squares poles (eV): -19.3045, 19.6175
Least-squares residues (eV^2): 34.0776, 31.7982
RMS misfit on imaginary axis, two-sample: 0.0606 eV
RMS misfit on imaginary axis, least sq.: 0.0274 eV
Max misfit, 0-40 eV, two-sample: 0.1214 eV
Max misfit, 0-40 eV, least sq.: 0.0457 eV
Self-energy at the exact level (eV; Z has no unit)
  dist      E       eps    Sigma        M  Sigma-M      Z
   0.0   -2.0   -2.5464   0.5464   0.5254   0.0210  0.831
   2.0   -4.0   -4.9875   0.9875   0.9389   0.0486  0.804
   4.0   -6.0   -7.5521   1.5521   1.4265   0.1256  0.750
   6.0   -8.0  -10.4193   2.4193   2.0516   0.3676  0.633
   8.0  -10.0  -14.3889   4.3889   2.9354   1.4534  0.360
   9.0  -11.0  -18.6912   7.6912   3.5497   4.1416  0.136
   0.0    2.0    2.2214  -0.2214  -0.2270   0.0056  0.838
   2.0    4.0    4.6277  -0.6277  -0.6247  -0.0030  0.822
   4.0    6.0    7.1111  -1.1111  -1.0822  -0.0289  0.785
   6.0    8.0    9.7677  -1.7677  -1.6550  -0.1127  0.714
   8.0   10.0   12.8612  -2.8612  -2.4458  -0.4154  0.567
   9.0   11.0   14.8375  -3.8375  -2.9852  -0.8523  0.443
Quasiparticle error delta = E_model - E (eV)
     E   E_model    delta  one-step  delta(least sq.)
  -2.0   -2.0176  -0.0176   -0.0176   -0.0407
  -4.0   -4.0398  -0.0398   -0.0398   -0.0891
  -6.0   -6.0986  -0.0986   -0.0988   -0.1866
  -8.0   -8.2680  -0.2680   -0.2697   -0.4219
 -10.0  -10.9048  -0.9048   -0.9427   -1.2103
 -11.0  -13.0855  -2.0855   -2.4397   -2.6359
   2.0    1.9953  -0.0047   -0.0047    0.0136
   4.0    4.0025   0.0025    0.0025    0.0451
   6.0    6.0231   0.0231    0.0231    0.1001
   8.0    8.0846   0.0846    0.0848    0.2168
  10.0   10.2780   0.2780    0.2808    0.5119
  11.0   11.5158   0.5158    0.5299    0.8420
Sigma-M at -11 eV: 4.1416 eV, of which pole at -12 eV: 3.8731 eV
Sigma-M at +11 eV: -0.8523 eV, of which pole at 14 eV: -0.7850 eV
ALL CHECKS PASSED
```
